Born Scattering of Phonons by Random Mass Defects

A crystal whose atoms differ in mass scatters its own vibrations. This problem finds how fast a phonon of frequency ω loses its energy to other phonons of the same frequency, how that rate depends on dimension and dispersion, and what it amounts to in a silicon-germanium layer of a chip.

N atoms sit on a lattice in d dimensions, with volume V_a per atom. Their masses are M_i = M(1 + ε_i), where M is the mean mass. The ε_i are independent random numbers with

⟨ε_i⟩ = 0,  ⟨ε_i ε_j⟩ = Γ δ_ij.

The force constants Φ_ij are those of a perfect crystal. The algebra is in atomic units (ħ = 1), so ω is also the phonon energy. Parts (a) to (d) treat one displacement component u_i per atom; part (e) restores the polarization.

**(a) Write the mass disorder as a perturbation, and find the self-energy of the averaged wave to second order.**

Newton's equation is M_i ü_i = −Σ_j Φ_ij u_j. For motion as exp(−iωt), ü_i = −ω²u_i. Dividing by M and setting D = Φ/M gives

ω²(1 + ε_i) u_i = Σ_j D_ij u_j.

Moving everything to one side gives

(ω² − D − V) u = 0,  V_ij = −ω² ε_i δ_ij.

The perturbation carries a factor ω² because a wrong mass matters only through its acceleration. The perfect crystal has plane waves with D-eigenvalues ω_k². The response to an applied force is governed by

G = (ω² + i0 − D − V)⁻¹ = G₀ + G₀VG₀ + G₀VG₀VG₀ + …,

where G₀ is the same inverse without V, and +i0 selects the causal response. Now average over the masses. The first-order term vanishes because M is the mean mass. In the second-order term the inner factor is

⟨V_i G₀,ij V_j⟩ = ω⁴ ⟨ε_i ε_j⟩ G₀,ij = Γ ω⁴ δ_ij G₀,ii.

All sites are equivalent in the perfect crystal, so this is one number,

Σ = Γ ω⁴ G_loc,  G_loc = G₀,ii.

Repeating this insertion gives a geometric series. The averaged response of the wave k is then

⟨G⟩_k = 1/(ω² − ω_k² − Σ).

Terms of higher order in ε have been dropped from Σ. This is the Born approximation.

**(b) Express the energy decay rate 1/τ through the density of states.**

Let g(ω) be the density of states per atom for this component, normalized to ∫g dω = 1. Expanding G_loc in plane waves, each with weight 1/N on a site, gives

G_loc = (1/N) Σ_k 1/(ω² + i0 − ω_k²).

The imaginary part of 1/(x + i0) is −πδ(x). For positive frequencies δ(ω² − ω_k²) = δ(ω − ω_k)/(2ω), so

Im G_loc = −(π/2ω)(1/N) Σ_k δ(ω − ω_k) = −π g(ω)/(2ω).

The averaged wave oscillates at the pole ω² = ω_k² + Σ. With ω = ω_k + δω and δω small, 2ω_k δω = Σ. The real part of δω shifts the frequency. The imaginary part is

Im δω = Im Σ/(2ω) = −(Γω⁴/2ω)(πg/2ω) = −(π/4) Γ ω² g.

The amplitude varies as exp(t Im δω) and the energy as its square, so 1/τ = −2 Im δω:

1/τ = (π/2) Γ ω² g(ω).

The square of V supplied ω⁴. One power was lost in passing from ω² to ω at the pole, and one in the delta function. The rate counts everything that leaves the wave k, whatever the angle of deflection. It says nothing about localization.

**(c) Let ω = A k^n. How does the rate scale with frequency, and what is the prefactor?**

Allowed wavevectors have density N V_a/(2π)^d. The modes below ω fill a ball of radius k = (ω/A)^(1/n). If B_d is the volume of the unit ball (B₁ = 2, B₂ = π, B₃ = 4π/3), the number of modes per atom below ω is

𝒩(ω) = B_d V_a (2π)^(−d) (ω/A)^(d/n).

Differentiating a power d/n gives

g = d𝒩/dω = (d/n) 𝒩/ω.

Inserting this in the result of (b),

1/τ = (πd/2n) Γ ω 𝒩(ω)
  = (πd/2n) Γ B_d V_a (2π)^(−d) A^(−d/n) ω^(1+d/n).

The scattering rate therefore scales as ω^(1+d/n). For A = V_a = 1 the familiar cases are

d=1, n=1: 1/τ = Γω²/2
d=1, n=2: 1/τ = Γω^(3/2)/4
d=2, n=1: 1/τ = Γω³/4
d=2, n=2: 1/τ = Γω²/8
d=3, n=1: 1/τ = Γω⁴/(4π).

The decay per radian of oscillation, 1/(ωτ) = (πd/2n)Γ𝒩, falls to zero with ω. Within this approximation, a long wave is thus well defined.

Two of the assumptions can be relaxed:

1. The dispersion need not be isotropic. If ω(λk) = λ^n ω(k) in every direction, the surface of constant ω keeps its shape as it grows, and its volume still scales as ω^(d/n). The prefactor changes, the exponent does not.
2. Masses may be correlated over a short range. In Σ, Γ is then replaced inside the sum over final waves k′ by C(k−k′), where C(q) = Σ_j ⟨ε_0 ε_j⟩ exp(−iq·r_j). For long waves C tends to C(0). The exponent survives if C(0) is not zero.

The law fails at frequencies where the dispersion is no longer a power of k.

**(d) Compare the formula with the motion of disordered lattices.**

Newton's equations were integrated for lattices with equal numbers of masses 0.95 and 1.05, so Γ = 0.05² = 0.0025. The springs were chosen to give ω = k^n. A plane wave was launched, and its decay rate was read from the amplitude averaged over two to six samples. This procedure uses no density of states. At the higher of two frequencies in each case the rates were

d=1, n=1, ω=2.000: measured 0.00510, formula 0.00500
d=1, n=2, ω=4.000: measured 0.00519, formula 0.00500
d=2, n=1, ω=2.013: measured 0.00518, formula 0.00510
d=2, n=2, ω=4.050: measured 0.00527, formula 0.00513
d=3, n=1, ω=1.963: measured 0.00294, formula 0.00296.

The exponents found from the two frequencies were 2.06, 1.53, 3.00, 2.01 and 4.01, against 2, 1.5, 3, 2 and 4. Over all ten runs the largest deviation from the formula was 3.8 % of the formula's rate.

The formula belongs to weak disorder, and this too can be seen. For d=1, n=1, ω=2, the same arrangement of heavy and light atoms was used with mass deviations of 0.20, 0.10 and 0.05. The measured rate divided by the formula was 1.161, 1.041 and 1.020. The excess shrinks as the disorder weakens. About half of the last 2 % comes from the finite time step Δt of the integration. With ωΔt = 0.3 it raises the rate by the factor 1/√(1 − (ωΔt/2)²) = 1.011. The rest may be sampling noise or a remnant of higher orders; these runs do not separate the two.

**(e) Restore the polarization, and find the rate for sound waves in a cubic crystal.**

A mass defect has no preferred direction, so V is the same for each Cartesian component and does not mix them. A wave with unit polarization e couples to one with e′ through e·e′. The rate of (b) becomes

1/τ = (π/2) Γ ω² (1/N) Σ_k′b′ |e·e′|² δ(ω − ω_k′b′),

where b′ labels the branches. The sum has the form Σ_αβ e_α T_αβ e_β, with T built from the products e′_α e′_β. In a cubic crystal, half-turns about the axes forbid off-diagonal elements of T, and the threefold rotations make its diagonal elements equal. Each diagonal element is a third of the trace, and the trace is the total density of states because |e′|² = 1. Every wave of frequency ω thus has the same rate, whatever its polarization:

1/τ = (π/2) Γ ω² · (1/3) Σ_b g_b(ω).

For sound, ω = v_b k with a speed that may depend on direction. The modes of one branch have

g_b = V_a/(2π)³ · 4πω² ⟨v_b⁻³⟩ = V_a ω² ⟨v_b⁻³⟩/(2π²),

with the average over directions. Let ⟨v⁻³⟩ be the average over directions and over the three branches. Then

1/τ = Γ V_a ω⁴ ⟨v⁻³⟩/(4π).

This holds for the diamond structure as well, with V_a the volume per atom, because the two atoms of a cell move together in a long sound wave.

If the branches have different n, the factor e·e′ decides. In a flat atomic sheet free of tension the bending waves (n = 2; tension would make the longest of them linear in k) move out of the plane and the others (n = 1) within it, so e·e′ = 0 between them. Each family keeps its own law, ω² and ω³. If branches of different n do couple, the one with the largest n has the most final states at low ω. It sets the exponent if |e·e′|² stays finite for long waves. If the coupling fades with k, as it does between stretching and bending waves in a sheet of finite thickness, the extra final states need not change the exponent.

**(f) Evaluate the rate for a 5 meV phonon in silicon with 20 % germanium.**

The material inputs are rough typical values: masses 28.1 and 72.6 u, lattice constant 0.547 nm, and elastic constants C₁₁, C₁₂, C₄₄ = 160, 60, 78 GPa. With germanium fraction c = 0.20 the mean mass is

M = 0.80 × 28.1 + 0.20 × 72.6 = 37.00 u.

Let Δ = (72.6 − 28.1)/37.00 = 1.203. Germanium has ε = (1−c)Δ and silicon has ε = −cΔ, so

Γ = c(1−c)²Δ² + (1−c)c²Δ² = c(1−c)Δ² = 0.16 × 1.446 = 0.231.

The diamond cube holds eight atoms, so V_a = 0.547³/8 = 0.02046 nm³ and the density is 3.003 g/cm³. Along a cube axis the speeds √(C₁₁/ρ) and √(C₄₄/ρ) are 7.30 and 5.10 km/s. Taking these for all directions,

⟨v⁻³⟩ = (7.299⁻³ + 2 × 5.096⁻³)/3 = (5.536 km/s)⁻³.

A phonon of 5 meV has ω = 7.596 rad/ps. Since 1 km/s is 1 nm/ps,

1/τ = 0.2314 × 0.02046 × 7.596⁴/(4π × 5.536³) = 0.00739 per ps.

This is 7.4 per ns, or a lifetime of 135 ps. A transverse phonon travels 5.10 × 135 ≈ 690 nm in that time. The power law gives 16 times the rate, 118 per ns, at 10 meV.

**(g) How far do the neglected effects move this result, and what does it mean for a 50 nm film at 350 K?**

*Anisotropy.* Averaging v⁻³ over all directions with the full elastic wave equation raises the rate by 25 %. Some transverse waves are governed by (C₁₁ − C₁₂)/2 = 50 GPa in place of 78 GPa. They are slower, and v⁻³ favours slow waves.

*Bent dispersion.* Suppose ω = ω_m sin(k/k₀), with ω_m at a rough transverse zone-edge energy of 16 meV. With x = 5/16, k = k₀ arcsin x and dk/dω = k₀/(ω_m√(1−x²)). Relative to its straight-line value, k² dk/dω changes by the factor

(arcsin x/x)²/√(1−x²) = 1.089.

The rate rises by 9 % if all branches bend in this way.

*Third order.* For independent masses the next self-energy term needs all three factors V on one site, and equals −ω⁶⟨ε³⟩G_loc². Since Im G_loc² = 2 Re G_loc Im G_loc, its size relative to the second-order term is

−2ω² (⟨ε³⟩/Γ) Re G_loc.

The two values of ε in (f) give ⟨ε³⟩/Γ = (1−2c)Δ = 0.72. For a Debye spectrum g = 3ω²/ω_D³, Re G_loc tends to −∫g dω/ω² = −3/ω_D² at low frequency. With ω_D = 51.9 meV the correction is about 6 × 0.72 × (5/51.9)² = 0.04, or +4 %. A Debye spectrum leaves out the low zone edge of the transverse branches. Placing that edge at 16 meV, as above, makes Re G_loc larger in size and brings the correction to roughly 6 to 7 %. Terms of order Γ² scale with frequency in the same way and act in the opposite direction. In a self-consistent single-site treatment of the Debye spectrum they lower the 4 % to about 3 %. The correction falls as ω², so the second-order result improves for longer waves even though germanium is far heavier than silicon.

*Local strain.* Germanium atoms also distort their surroundings. A rough estimate adds to Δ² a term 40 × 0.04², with a rough strength of 40 and a size mismatch of 4 %. This raises the rate by about 4 %. Bonds to germanium are also softer than bonds between silicon atoms, which is not estimated separately here and can matter at the level of a few per cent.

If these four act as independent factors, they multiply the rate by about 1.5, to some 11 per ns. The power-law value is thus a leading estimate, not a precise one.

*Other scattering.* A rough anharmonic rate B ω² T exp(−T₀/T), with B = 2×10⁻¹⁹ s/K and T₀ = 140 K, gives 2.7 per ns at 350 K. If the film faces scatter diffusely, a wave travelling straight across meets them at the rate v/L = 5.10/50 per ps = 102 per ns. That is 14 times the defect rate. For this wave the three rates add to 112 per ns, which gives a mean free path near 45 nm. Averaged over all directions the speed across the film is only v/2, so the mean face rate is 51 per ns and the mean total 61 per ns. The path must be averaged direction by direction. At angle θ from the normal it is v/(102|cos θ| + 10.1 per ns), and its mean is L ln(1 + 102/10.1) ≈ 120 nm. The faces dominate for most directions. They do not for waves within about 6° of the film plane, which are limited by defects and anharmonicity and carry about a third of the transport along the film at this frequency.

With the straight-across face rate held fixed, the ω⁴ law reaches it at 5 × (102/7.39)^(1/4) = 9.6 meV. Anisotropy alone lowers this to about 9.1 meV, and the bent dispersion lowers it further. With the averaged face rate, the ω⁴ law alone gives 8.1 meV.

Silicon-germanium with a few tenths of germanium, in regions tens of nanometres in size, is used for transistor sources and drains, so the chosen composition and thickness are realistic. Of the effects estimated here, diffuse film faces matter most, at about 7 to 14 times the power-law defect rate, or 5 to 9 times the corrected rate of 11 per ns. This holds for rough faces. A smooth face grown on silicon joins two crystals of nearly equal acoustic impedance ρv, and it reflects less than 1 % of a sound wave at normal incidence. Because sound is faster in silicon, transverse waves arriving more than about 60° from the normal, which is about half of all directions, are still reflected totally, though as by a mirror. Real regions are also strained and heavily doped, and scattering by the charge carriers is not estimated here. One per cent of boron, of mass about 11 u, in place of silicon would raise Γ from 0.231 to 0.238, or about 3 %, through its mass alone.

The transverse wavelength is 4.2 nm, far below the 50 nm thickness, which justifies d = 3. The thermal energy at 350 K is 30 meV, well above the 16 meV zone edge of the transverse branch. Most thermally excited phonons therefore lie where ω = vk has failed, and the ω⁴ law cannot by itself give the thermal conductivity. It describes the long waves, which in this film are limited mainly by the faces if these scatter diffusely, except for waves running nearly along the film. The numerical output below lists the main values used here.

Table of computed values

```
LATTICE TEST (mean mass, spacing and A equal 1)
mass variance Gamma = 0.0025
d=1 n=1 omega=1.000: rate measured 0.001225, formula 0.001250
d=1 n=1 omega=2.000: rate measured 0.005101, formula 0.005000
  exponent measured 2.06, 1+d/n = 2.00
d=1 n=2 omega=1.000: rate measured 0.000620, formula 0.000625
d=1 n=2 omega=4.000: rate measured 0.005189, formula 0.004999
  exponent measured 1.53, 1+d/n = 1.50
d=2 n=1 omega=0.982: rate measured 0.000601, formula 0.000591
d=2 n=1 omega=2.013: rate measured 0.005178, formula 0.005095
  exponent measured 3.00, 1+d/n = 3.00
d=2 n=2 omega=0.964: rate measured 0.000294, formula 0.000290
d=2 n=2 omega=4.050: rate measured 0.005274, formula 0.005127
  exponent measured 2.01, 1+d/n = 2.00
d=3 n=1 omega=1.047: rate measured 0.000237, formula 0.000239
d=3 n=1 omega=1.963: rate measured 0.002944, formula 0.002957
  exponent measured 4.01, 1+d/n = 4.00
largest rate deviation = 3.8 %
same pattern, d=1 n=1 omega=2, three mass deviations:
  deviation 0.20: measured/formula = 1.161
  deviation 0.10: measured/formula = 1.041
  deviation 0.05: measured/formula = 1.020
SILICON-GERMANIUM FILM (rough typical inputs)
Ge fraction = 0.20; masses = 28.1, 72.6 u
lattice constant = 0.547 nm
C11, C12, C44 = 160, 60, 78 GPa
film = 50 nm; temperature = 350 K
mean mass = 37.00 u; contrast = 1.2027
mass variance Gamma = 0.2314
volume per atom = 0.02046 nm^3
density = 3.003 g/cm^3
speeds [100]: L 7.30, T 5.10 km/s
effective speed <v^-3>^(-1/3) = 5.536 km/s
phonon energy = 5.0 meV
angular frequency = 7.596 rad/ps
defect rate = 7.39 1/ns
defect lifetime = 135 ps
transverse mean free path = 689 nm
rate at 10 meV = 118.3 1/ns
rate ratio on doubling energy = 16.00
NEGLECTED EFFECTS at the first phonon energy
elastic anisotropy: rate +25.4 %
zone-edge energy (rough) = 16 meV
bent dispersion: rate +8.9 %
Debye energy of the model = 51.9 meV
third order: +3.98 %; T-matrix: +4.10 %
strain: factor 40, mismatch 0.04: +4.4 %
anharmonic B=2e-19 s/K, T0=140 K
anharmonic rate = 2.71 1/ns
film-face rate = 102 1/ns
defect = film-face rate at 9.6 meV
transverse wavelength = 4.22 nm
thermal energy kT = 30.2 meV
```
